# Bounds on the fringe-free permittivity of a gap with a void

## Problem

Two long parallel metal lines face each other across a gap of width $s$. Their sidewalls have height $h$. The gap is filled with a dielectric of relative permittivity $k_d=3$, except for a rectangular void of permittivity 1. The void spans a fraction $a=0.6$ of the spacing and $b=0.8$ of the height, with its edges parallel to those of the gap. Its position in the gap is not given, and neither is $h/s$.

Ignore fringe flux: the sidewalls are equipotentials, and no flux crosses the bottom plane $y=0$ or the top plane $y=h$. With $C'$ the capacitance per unit length, define

$$k_{\rm eff}=\frac{C'}{\varepsilon_0}\,\frac{s}{h},$$

which gives $k_{\rm eff}=k_d$ for a gap without a void.

(a) Find a lower and an upper bound on $k_{\rm eff}$ that hold for every $h/s$ and every position of the void.

(b) Can either bound be improved without knowing $h/s$?

(c) For $s=40$ nm, $h=80$ nm and a centred void, find the capacitance, and judge how far the fringe-free result describes real wiring.

## First estimate by scaling

Enlarging the whole cross-section leaves $C'$ unchanged, so $k_{\rm eff}$ depends on ratios of lengths, not on absolute size. The crudest such ratio is the void's share of the area, $f=ab=0.48$. Suppose that this is all we know.

If the same void area were spread in layers across the field, the layers would act in series:

$$\frac{1}{f+(1-f)/3}=\frac{1}{0.48+0.52/3}=1.53 .$$

If it were spread in layers along the field, they would act in parallel:

$$f+3(1-f)=0.48+1.56=2.04 .$$

The estimate is therefore about 1.8, with an uncertainty of about 0.25 either way. To do better, we must use the two fractions separately.

## Exact solution

**The energy.** Let $\phi$ be the potential divided by the applied voltage, with $\phi=0$ at $x=0$ and $\phi=1$ at $x=s$. It obeys $\nabla\cdot(k\nabla\phi)=0$, with $\partial_y\phi=0$ at the top and bottom. The charge per unit length on the wall at $x=s$, divided by $\varepsilon_0$ and the voltage, is

$$c\equiv\frac{C'}{\varepsilon_0}=\int_0^h k\,\partial_x\phi\,\Big|_{x=s}\,dy .$$

Integrate $k|\nabla\phi|^2=\nabla\cdot(\phi k\nabla\phi)$ over the gap. At material interfaces $\phi$ and the normal part of $k\nabla\phi$ are continuous, so the interface terms cancel. The top and bottom carry no flux, and $\phi=0$ on the left wall. What remains is the right wall, where $\phi=1$:

$$\int k|\nabla\phi|^2\,dA=c .$$

**Upper bound.** Take any continuous trial potential $\phi+\eta$ with the correct wall values, so that $\eta=0$ on both walls. Its energy is

$$c+2\int k\nabla\phi\cdot\nabla\eta\,dA+\int k|\nabla\eta|^2dA .$$

The middle integral equals the boundary integral of $\eta\,k\,\partial_n\phi$, because $\nabla\cdot(k\nabla\phi)=0$. It vanishes on the walls, where $\eta=0$, and on the top and bottom, where $\partial_n\phi=0$. The last integral is not negative, so every trial energy is at least $c$.

Choose a trial potential $u(x)$ that does not depend on $y$. With $\langle k\rangle(x)$ the average of $k$ over the height, its energy is $h\int\langle k\rangle u'^2dx$. Since $\int_0^s u'\,dx=1$, the Cauchy–Schwarz inequality gives

$$1=\left(\int_0^s u'\,dx\right)^2\le\int_0^s\langle k\rangle u'^2dx\int_0^s\frac{dx}{\langle k\rangle},$$

with equality when $\langle k\rangle u'$ is constant. The best trial energy is thus $h/\int dx/\langle k\rangle$. Multiplying by $s/h$ gives $k_{\rm eff}\le k_U$, where

$$\frac1{k_U}=\frac1s\int_0^s\frac{dx}{\langle k\rangle}=\frac{1-a}{k_d}+\frac{a}{b+(1-b)k_d}.$$

In the columns that contain void, $\langle k\rangle=0.8+0.2\times3=7/5$. Hence

$$\frac1{k_U}=\frac{2}{15}+\frac37=\frac{59}{105},\qquad k_U=\frac{105}{59}=1.7797 .$$

This is the circuit obtained by inserting vertical equipotential planes.

**Lower bound.** Now vary the flux. Let $\mathbf F$ be divergence-free, with no normal part at the top and bottom, and let it carry unit total flux from wall to wall. The true field of this kind is $\mathbf F_0=k\nabla\phi/c$, for which $\int|\mathbf F_0|^2/k\,dA=c/c^2=1/c$. Write $\mathbf F=\mathbf F_0+\mathbf G$, where $\mathbf G$ is divergence-free and carries zero total flux. The cross term is

$$2\int\frac{\mathbf F_0\cdot\mathbf G}{k}\,dA=\frac2c\int\nabla\phi\cdot\mathbf G\,dA=\frac2c\int_0^hG_x(s,y)\,dy=0 ,$$

because $\phi$ equals 1 on the right wall and 0 on the left. Therefore $1/c\le\int|\mathbf F|^2/k\,dA$.

Choose horizontal flux, $\mathbf F=(g(y),0)$ with $\int_0^h g\,dy=1$, and define $R(y)=\int_0^s dx/k$. The integral to be minimized is $\int Rg^2dy$. Cauchy–Schwarz gives $1\le\int Rg^2dy\int dy/R$, with equality when $Rg$ is constant. Thus $c\ge\int_0^h dy/R$.

At levels without void, $R=s/k_d$. At levels that cross the void, $R=s[a+(1-a)/k_d]=11s/15$. Multiplying the bound on $c$ by $s/h$ gives $k_{\rm eff}\ge k_L$, with

$$k_L=(1-b)k_d+\frac{b}{a+(1-a)/k_d}=\frac35+\frac{12}{11}=\frac{93}{55}=1.6909 .$$

This is the circuit obtained by inserting horizontal walls that flux cannot cross.

The answer to (a), rounded outward, is

$$1.69<k_{\rm eff}<1.78 .$$

Only the fractions of width and height entered, so moving the void does not alter the bounds. The two formulas coincide when $a=1$ or $b=1$. The gap is then a simple laminate, and its permittivity is known without a bracket. For $a=0.6$ and $b=1$ it is $15/11=1.36$; the dielectric above and below our void is what lifts the result from there.

**Can the bounds be improved?** Set $x=sX$, $y=hY$ and $r=h/s$, and hold the relative layout fixed. The energy principle becomes

$$k_{\rm eff}=\min_\phi\int k\left(\phi_X^2+\frac{\phi_Y^2}{r^2}\right)dX\,dY .$$

For each trial potential the integral cannot increase as $r$ grows, so neither can its minimum: $k_{\rm eff}$ never rises with $h/s$.

For a tall gap, $r\to\infty$, give each level the potential it would have alone. These potentials differ between levels with and without void, so join them linearly across strips of scaled thickness $\delta$. The strips change the $\phi_X^2$ term by order $\delta$. In them $\phi_Y$ is of order $1/\delta$, so the other term costs order $\delta\times1/(r\delta)^2=1/(r^2\delta)$. With $\delta=1/r$ both costs are of order $1/r$, and $k_{\rm eff}\to k_L$.

For a flat gap, $r\to0$, use the flux principle. Write $F_x=\partial_y\psi$ and $F_y=-\partial_x\psi$, with $\psi=0$ at the bottom and $\psi=1$ at the top. Scaling gives

$$\frac1{k_{\rm eff}}=\min_\psi\int\frac{\psi_Y^2+r^2\psi_X^2}{k}\,dX\,dY .$$

In each column let the horizontal flux be shared in proportion to $k$, which gives $1/k_U$. Join unlike columns across strips of scaled width $\delta=r$. By the same counting the extra cost is of order $r$, so $k_{\rm eff}\to k_U$.

The answer to (b) is no: each bound is approached in one of the limits.

## Comparison

The area-only values 1.53 and 2.04 are themselves bounds. They follow from the same two principles with unoptimized trials: a uniform flux and the linear potential $x/s$. Using the width and height fractions separately narrows the bracket from 0.51 to 0.089. The middle of the first estimate, 1.785, lies just above the new upper bound.

A two-dimensional finite-element solution, using the potential for upper values and the flux function for lower ones, locates $k_{\rm eff}$ inside the bracket. For a centred void of fixed fractions:

| $h/s$ | $k_{\rm eff}$ |
|---:|---:|
| 0.01 | 1.779 |
| 0.5 | 1.757 |
| 1 | 1.739 |
| 2 | 1.720 |
| 5 | 1.703 |
| 100 | 1.692 |

The values fall with $h/s$ and approach the two bounds, as derived.

**The 40 nm gap.** Here $h/s=2$, and the void measures 24 nm by 64 nm, with 8 nm of dielectric on every side. Without the void the fringe-free capacitance is 53.13 aF/µm. With it,

$$C'=53.13\times\frac{1.720}{3}=30.5\ \text{aF/µm},$$

a reduction of 43 percent. The bounds alone give 29.9 to 31.5 aF/µm. Moving the void so that the side layers are 2 and 14 nm, with 12 nm below and 4 nm above, changes $k_{\rm eff}$ to 1.727, still inside the bracket.

At levels crossing the void, the flux-wall circuit puts a share $24/(24+16/3)=0.818$ of the voltage across it. For 1 V between the lines the void field is $0.818\ \text{V}/24\ \text{nm}=0.341$ MV/cm. The two-dimensional solution gives the same mean field across the void at mid-height, 0.341 MV/cm, to the digits shown; its voltage share is lower than the circuit's by about 0.1 percent.

**Real wiring.** Spacings of tens of nanometres, about 1 V and a dielectric with $k$ near 3 are roughly typical of dense on-chip wiring. A void can form when a nonconformal deposit closes the top of the gap before filling it; the side layers are then the deposit on the walls. Of the effects considered here, the neglected fringe flux changes the result most. For an array of 40 nm wide lines at alternating potentials, embedded in $k=3$, the capacitance per gap is 81.0 aF/µm without voids and 58.7 aF/µm with them. Relative to the same array in vacuum, the effective permittivity is $3\times58.7/81.0=2.17$, well outside the bracket. The reduction is 28 percent instead of 43. The bracket is therefore guaranteed only for the idealized gap with no flux through its top and bottom, and must not be used for the total line capacitance. Neighbouring wiring levels, not included here, can change the total again, by an amount that depends on their distance.

Within the fringe-free model, the shape and size of the void and any liners also matter. Side layers 1 nm thicker, which narrow the void to 22 nm, raise $k_{\rm eff}$ from 1.720 to 1.776. Replacing the outer 2 nm of each side layer by a liner of $k=5$ raises it to 1.763. A 1 percent rise in $k_d$ adds 0.009, and air instead of vacuum adds 0.0005. If a rounded void fills only part of the assumed rectangle, $k$ is nowhere smaller than before, so every trial energy is at least as large. The lower bound then survives, but the upper one may fail. For a centred elliptical void that just touches the four sides of the rectangle, with $h/s=2$, $k_{\rm eff}$ is about 1.925, well above the upper bound.

The mean gap field, 0.25 MV/cm, is about 20 times below a rough dielectric strength of 5 MV/cm; field peaks at corners and slow breakdown under sustained voltage are not covered by this comparison. A charge gains at most 1 eV from the applied voltage, against roughly 12 eV needed to ionize a gas molecule. For direct tunnelling across the void, a rough work function of 4.5 eV less the full 1 eV leaves a barrier of 3.5 eV. The exponent $2d\sqrt{2m_eB}/\hbar$, with $d=24$ nm and $B=3.5$ eV, is then 460, so this current is negligible. Leakage through traps in the dielectric is a separate matter that the model omits. The remaining values are in the numerical output.

## Table of computed values

```
void width fraction 0.6, height fraction 0.8
dielectric permittivity 3.0, void 1.0 (relative)
series k of the levels crossing the void: 15/11 = 1.3636
parallel k of the void columns: 7/5 = 1.4000
lower bound k_L = 93/55 = 1.6909
upper bound k_U = 105/59 = 1.7797
bracket width k_U-k_L = 0.0888
void area fraction 0.48
area-only mixing: series 1.5306, parallel 2.0400
finite-element k_eff (lower, upper) for centred void:
  h/s = 0.01: 1.7792, 1.7792
  h/s = 0.1: 1.7750, 1.7752
  h/s = 0.5: 1.7570, 1.7573
  h/s = 1: 1.7389, 1.7392
  h/s = 2: 1.7197, 1.7201
  h/s = 5: 1.7030, 1.7033
  h/s = 100: 1.6915, 1.6916
example: spacing 40 nm, height 80 nm, line width 40 nm
void 24 nm x 64 nm; side layers 8 nm, top and bottom layers 8 nm
example k_eff enclosure: 1.71972 to 1.72011
example k_eff (middle of enclosure) = 1.7199
off-centre void: side layers 2 and 14 nm, bottom 12 nm, top 4 nm
off-centre k_eff enclosure: 1.72647 to 1.72679
fringe-free capacitance with void = 30.46 aF/um
its bounds = 29.94 to 31.51 aF/um
fringe-free capacitance without void = 53.13 aF/um
fringe-free reduction = 42.7 %
voltage between lines = 1.0 V
voltage across void at mid-height = 0.818 V
mean void field at mid-height = 0.341 MV/cm
void field from flux-wall circuit = 0.341 MV/cm
mean gap field = 0.250 MV/cm
NEGLECTED EFFECTS
with fringe: capacitance per gap, void = 58.7 aF/um
with fringe: capacitance per gap, solid = 81.0 aF/um
with fringe: total effective permittivity = 2.173
excess over fringe-free value, share of total = 48.1 %
flat-strip check C'/eps0: elements 0.5014, elliptic 0.5000
k_eff with 2 nm liners of k=5 = 1.7630
k_eff with side layers 1 nm thicker = 1.7763
k_eff shift for dielectric k +1 % = 0.0086
k_eff shift for air (k=1.0006) in void = 0.00051
rough dielectric strength = 5 MV/cm; strength/mean gap field = 20
rough gas ionization energy = 12 eV
rough work function = 4.5 eV; lowest barrier used = 3.5 eV
tunnelling exponent across void = 460
```
